\section*{Cotangent Poisson coupling and a mesh violating the maximum principle}

\section*{Question}

I am writing the Poisson half of a two-dimensional Poisson--Schr\"odinger solver for a transistor cross-section, with linear finite elements on triangles. One exercise has me stuck:

\begin{quote}
Two triangles share an edge, and the angle facing that edge is $100^\circ$ in each of them. Compute the cotangent coupling between the two ends of the edge. Then construct a small mesh whose discrete solution violates the maximum principle.
\end{quote}

I know that the coupling involves cotangents of the facing angles, but I cannot derive the factor or the sign. The second part puzzles me more. My stiffness matrix is symmetric and positive definite, and the discrete solution minimizes the electrostatic energy. With no charge inside, how can the potential at an interior node leave the range of the boundary potentials? And if it can, does it matter for the electron density, and does refining the mesh cure it?

\section*{Answer}

Positive definiteness guarantees a unique solution. It does not make each nodal value an average of its neighbours with non-negative weights, the property that would guarantee the bounds. The cotangent formula shows when it is lost.

\subsection*{Setting and sign convention}

Take a charge-free region with $\nabla\cdot(\varepsilon\nabla\phi)=0$ and prescribed potentials on the outline. Write $\phi=\sum_j\phi_j\lambda_j$, where the hat function $\lambda_j$ is linear in each triangle, equals 1 at vertex $j$ and vanishes at all other vertices. Multiplying the equation by $\lambda_i$ for a free vertex $i$ and integrating by parts gives
\begin{equation}
\sum_j K_{ij}\phi_j=0,\qquad K_{ij}=\int\varepsilon\,\nabla\lambda_i\cdot\nabla\lambda_j\,dA .
\end{equation}
There is no boundary term, because $\lambda_i$ vanishes on the outline. For uniform $\varepsilon$ define the coupling of two different vertices as $w_{ij}=-K_{ij}/\varepsilon$. The hat functions add up to 1, so their gradients add up to zero and each row of $K$ sums to zero. Hence $K_{ii}=\varepsilon\sum_{j\ne i}w_{ij}$, and the nodal equation becomes
\begin{equation}
\sum_{j\neq i}w_{ij}(\phi_i-\phi_j)=0. \label{node}
\end{equation}
This is Kirchhoff's law for a network of capacitors $\varepsilon w_{ij}$ per unit depth.

\subsection*{The cotangent coupling}

Consider one triangle with vertices $i,j,k$ and angle $\theta$ at $k$, so that $\theta$ faces the edge $ij$. The function $\lambda_i$ rises from 0 on the side $jk$ to 1 at $i$. Its gradient therefore has length $1/h_i$, with $h_i$ the height of $i$ above that side, and points along the inward normal of that side. The same holds for $\lambda_j$ and the side $ik$. These two sides meet at $k$ with interior angle $\theta$, so their inward normals enclose the angle $\pi-\theta$, and
\begin{equation}
\nabla\lambda_i\cdot\nabla\lambda_j=\frac{\cos(\pi-\theta)}{h_ih_j}=-\frac{\cos\theta}{h_ih_j}.
\end{equation}
Let $a=|ik|$ and $b=|jk|$. Then $h_i=a\sin\theta$, $h_j=b\sin\theta$, and the area is $\tfrac12ab\sin\theta$. The gradients are constant in the triangle, so the integral is their product times the area:
\begin{equation}
-\frac{\cos\theta}{ab\sin^2\theta}\;\frac{ab\sin\theta}{2}=-\frac12\cot\theta .
\end{equation}
Two triangles contain the shared edge. Adding their contributions and reversing the sign gives
\begin{equation}
w=\frac{\cot\alpha+\cot\beta}{2}
=\frac{\cos\alpha\sin\beta+\cos\beta\sin\alpha}{2\sin\alpha\sin\beta}
=\frac{\sin(\alpha+\beta)}{2\sin\alpha\sin\beta}. \label{cot}
\end{equation}
The denominator is positive for any two triangle angles. For uniform permittivity the coupling is thus negative when $\alpha+\beta>180^\circ$. For your edge,
\begin{equation}
w=\cot100^\circ=-0.17633 .
\end{equation}
It is dimensionless and independent of the size of the triangles. In silicon, with a rough relative permittivity of 11.7, it corresponds to a capacitance of $-0.01827$ fF per $\mu$m of depth. Between conductors in a dielectric of positive permittivity no such coupling capacitance is negative; this one is a property of the discretization.

There is also a control-volume reading. In a triangle with circumradius $R$, half the edge is $R\sin\alpha$, and the circumcentre lies at signed height $R\cos\alpha$ above the edge, counted towards the facing vertex. Height over edge length is therefore $\tfrac12\cot\alpha$. Adding the two triangles, $w$ is the signed distance between the circumcentres divided by the edge length. That ratio, face length over node distance, is what a box method uses for the flux. At $100^\circ$ each circumcentre lies $0.08816$ edge lengths on the wrong side of the edge. The two centres have changed places, and the face has negative length.

\subsection*{What one free vertex needs}

Let $O$ be the only free vertex, with prescribed potentials $g_j$ at its neighbours. Solving (\ref{node}) for $\phi_O$ gives
\begin{equation}
\phi_O=\frac{1}{S}\sum_jw_jg_j,\qquad S=\sum_jw_j=\int|\nabla\lambda_O|^2dA>0. \label{avg}
\end{equation}
If all $w_j\ge0$, this is a weighted average and lies between the smallest and the largest $g_j$. If one coupling, say $w_A$, is negative, set $g_A=V>0$ and all other $g_j=0$. Then $\phi_O=Vw_A/S<0$, below every boundary value. So with one free vertex the discrete maximum principle holds for all boundary data if and only if no coupling of $O$ is negative.

Three neighbours are not enough to break it. If $O$ lies inside the triangle $ABC$, the angles facing $OA$ are $\angle OBA$ and $\angle OCA$. They are parts of the angles of $ABC$ at $B$ and $C$, so their sum is below $180^\circ$ and $w_A>0$. The smallest counterexample with one free vertex therefore has four neighbours and four triangles.

\subsection*{The mesh}

Put $O$ at the origin and $A$ at $(L,0)$. Place $C$ and $D$ at angles $\pm\delta$ from $OA$, at distance $r=L/(2\cos\delta)$ from $O$, and $B$ at $(-r,0)$. The triangles are $OAC$, $OCB$, $OBD$ and $ODA$.

The $x$ coordinate of $C$ is $r\cos\delta=L/2$, so $OAC$ is isosceles with base $OA$. Its base angles are $\delta$, and its angle at $C$ is $180^\circ-2\delta$. The choice $\delta=40^\circ$ gives the required $100^\circ$, and by symmetry the same at $D$. In $OCB$ the sides $OC$ and $OB$ are equal and enclose $180^\circ-\delta=140^\circ$, which leaves $\delta/2=20^\circ$ at both $C$ and $B$.

Now read off the facing angles. $OA$ is faced by $180^\circ-2\delta$ twice, $OC$ by $\delta$ (at $A$) and $\delta/2$ (at $B$), and $OB$ by $\delta/2$ twice:
\begin{align}
w_A&=-\cot2\delta=-0.17633,\\
w_C=w_D&=\tfrac12\left(\cot\delta+\cot\tfrac{\delta}{2}\right)=1.96962,\\
w_B&=\cot\tfrac{\delta}{2}=2.74748 .
\end{align}
Their sum is $S=6.5104$. With potential $V$ at $A$ and zero at $B$, $C$ and $D$,
\begin{equation}
\frac{\phi_O}{V}=\frac{-0.17633}{6.5104}=-0.02708 .
\end{equation}
Along the outer edges the data are linear, so they stay between 0 and $V$. The interior value is nevertheless negative, which is the requested violation. Exchanging the data, with zero at $A$ and $V$ at the other three, gives $\phi_O=V(S-w_A)/S=1.02708\,V$, an equal overshoot.

For $L=10$ nm and $V=0.1$ V the vertices, in nm, are $O(0,0)$, $A(10,0)$, $C(5,4.1955)$, $B(-6.5270,0)$ and $D(5,-4.1955)$, and $\phi_O=-2.71$ mV.

\subsection*{How the undershoot depends on the angle}

The formula simplifies. Since $\cot\delta-\cot2\delta=\sin(2\delta-\delta)/(\sin\delta\sin2\delta)=1/\sin2\delta$,
\begin{equation}
S=\frac{1}{\sin2\delta}+2\cot\frac{\delta}{2}.
\end{equation}
Multiply by $\sin2\delta=2\sin\delta\cos\delta$ and use $\cot(\delta/2)=(1+\cos\delta)/\sin\delta$. With $c=\cos\delta$,
\begin{equation}
S\sin2\delta=1+4c(1+c)=(1+2c)^2,\qquad
\frac{\phi_O}{V}=\frac{-\cos2\delta}{(1+2c)^2}=\frac{1-2c^2}{(1+2c)^2}.
\end{equation}
At $\delta=45^\circ$ the facing angles are right angles, $O$ decouples from $A$, and $\phi_O=0$. For larger $\delta$ the facing angles are acute and $\phi_O>0$. For smaller $\delta$ the value is negative. The derivative with respect to $c$ is
\begin{equation}
\frac{-4c(1+2c)-4(1-2c^2)}{(1+2c)^3}=-\frac{4(1+c)}{(1+2c)^3}<0,
\end{equation}
so the undershoot grows steadily as the triangles flatten. It approaches $V/9$ as $\delta\to0$ without reaching it. That limit belongs to this family of kites, not to meshes in general.

\subsection*{Why energy minimization does not forbid it}

The energy per depth is $\tfrac12\sum_{ij}K_{ij}\phi_i\phi_j$. Its terms containing $\phi_O$ are
\begin{equation}
\varepsilon\left(\tfrac12S\phi_O^2-w_AV\phi_O\right),
\end{equation}
with a minimum at $\phi_O=w_AV/S$, which is negative when $w_A$ is. In units of $\varepsilon V^2$ the total energy is 0.507713 for $\phi_O=0$ and 0.505325 for the computed $\phi_O$. The negative value really is the best choice among functions that are linear in these four triangles.

In the continuum this cannot happen. Cutting off the part of a trial function that lies below the boundary minimum removes gradient energy, and the cut function is still an allowed trial function. On the mesh, the cut function is in general no longer linear in each triangle, so it is not available. Setting the nodal value to zero instead changes the gradient throughout all four triangles, and here that costs energy.

\subsection*{Flipping the edge, and refining}

Replace the edge $OA$ by $CD$. The new edge is faced by $2\delta=80^\circ$ at both $O$ and $A$, so its coupling is $\cot80^\circ=+0.17633$. The triangle $OCD$ has $50^\circ$ at $C$ and $D$, hence
\begin{equation}
w_C=w_D=\tfrac12(\cot50^\circ+\cot20^\circ)=1.79329,
\end{equation}
while $w_B$ is unchanged and $O$ has no link to $A$. All couplings of $O$ are now non-negative, and the principle holds for any boundary data. With the data above, all neighbours of $O$ are at zero, so $\phi_O=0$.

The bound is restored, but the value is still not accurate. To find the continuum value, keep the outline data fixed (linear from $V$ at $A$ to zero at $C$ and $D$, zero along $CBD$) and repeatedly divide each triangle of the original mesh into four similar ones:

\begin{center}
\begin{tabular}{ccc}
refinement & $\phi_O$ (mV) & lowest free node (mV)\\
0 & $-2.708$ & $-2.708$\\
1 & $1.321$ & $-0.610$\\
2 & $2.037$ & $-0.140$\\
3 & $2.035$ & $-0.019$\\
4 & $1.986$ & $-0.001$\\
6 & $1.950$ & $-2\times10^{-6}$
\end{tabular}
\end{center}

The flipped mesh, refined six times, gives 1.952 mV. A third route uses no mesh: fit a sum of harmonic polynomials $\mathrm{Re}\,(x+iy)^n$, $n\le24$, to the outline data. The fit gives 1.945 mV at $O$, with a largest mismatch of 0.051 mV at the sampled outline points. The difference between fit and solution is itself harmonic, so by the continuum maximum principle its size at $O$ cannot exceed the largest mismatch on the outline. The continuum value is therefore about $1.95$ mV. The last digit of the refined values is not yet converged: a seventh refinement of the original mesh gives 1.947 mV, still drifting towards 1.945 mV. The original mesh is too low by about 4.65 mV and the flipped one by about 1.95 mV.

Two features of the table deserve attention. First, $\phi_O$ becomes positive after one refinement while other nodes are still negative, so looking at one node is not a sufficient check. Second, refinement shrinks the violation without removing its cause. Dividing into similar triangles preserves the angles, so inside $OAC$ there are always edges parallel to $OA$ faced by $100^\circ$ on both sides. The triangles $OCB$ and $OBD$ likewise contain edges faced by $140^\circ$ on both sides. The finest mesh still has 8001 negative couplings between free nodes, 3969 of the first kind and 4032 of the second. The flipped mesh keeps the two $140^\circ$ triangles, so refining it can break the bound again: after one refinement its lowest free node is at $-0.47$ mV. After one and after six refinements the lowest node of both families lies on $OB$, and it moves towards $B$ as the mesh is refined. After six refinements both families give the same value there, about $-2\times10^{-6}$ mV, although the refined flipped mesh has no $100^\circ$ couplings. The violation that survives refinement therefore comes mainly from the $140^\circ$ edges.

\subsection*{Many free nodes, and material interfaces}

With many free nodes, non-negative couplings are sufficient. Suppose the largest potential occurs at a free node. By (\ref{node}) that node is an average of its neighbours, none of which is higher, so every positively coupled neighbour has the same value. Repeating the argument carries this value along positive couplings to the outline, provided such a path exists. The maximum is then a boundary value, and the minimum follows by reversing signs. I have shown the converse for one free node only. In a larger mesh, a negative coupling is a warning, and whether a given solution leaves the bounds depends on the rest of the mesh and on the data.

At an edge between two materials each triangle carries its own permittivity. The coupling, now including relative permittivity, is $\tfrac12(\varepsilon_1\cot\alpha+\varepsilon_2\cot\beta)$, and an angle sum below $180^\circ$ no longer protects you. Take $100^\circ$ and $70^\circ$. For uniform permittivity $w=+0.0938$. With the $100^\circ$ angle in silicon (11.7) and the $70^\circ$ angle in oxide (roughly 3.9),
\begin{equation}
\tfrac12\left(11.7\cot100^\circ+3.9\cot70^\circ\right)=-0.322 .
\end{equation}
With prescribed potentials on the whole outline, a sufficient condition for any positive scalar permittivities is that no triangle angle facing an interior edge exceeds $90^\circ$, since then each term is non-negative by itself.

A transistor cross-section usually also has insulated outline parts, where the normal flux is zero and the outline nodes are free. An outline edge there belongs to one triangle only, so its coupling is $\tfrac12\varepsilon\cot\alpha$, which is negative for any obtuse facing angle. The condition must then include these edges too. Such an edge cannot be flipped, but a new vertex at the foot of the perpendicular from the facing vertex splits the obtuse triangle into two right-angled ones. The other two sides of the old triangle are then faced by right angles instead of acute ones, which lowers their couplings and can make them negative, so check them too.

\subsection*{What it does to the electron density}

The electron potential energy is $-e\phi$, so a potential that is too low repels electrons. In the local Boltzmann approximation, at a fixed Fermi level, the density is proportional to $\exp(e\phi/kT)$. At 300 K, $kT/e=25.85$ mV, and the density at $O$ on the original mesh relative to the continuum one is
\begin{equation}
\exp\left(\frac{-2.708-1.945}{25.85}\right)=0.835,
\end{equation}
a deficit of 16\%. At 358 K, with the same potentials, the ratio is 0.860. This is the whole discretization error at $O$, not the undershoot below zero alone. It is also only an indication of what a Schr\"odinger solver would return. The thermal wavelengths for rough silicon masses of 0.19 and 0.92 electron masses are 9.9 and 4.5 nm, not small compared with the patch, so a quantum density does not follow the potential at one node alone but also depends on the potential around it.

How does this compare with a real device? A silicon film region of order 10 nm is a realistic scale for a scaled transistor, and 0.1 V is a modest part of a supply of roughly 0.7 V. The charge-free problem is linear, so 0.7 V across the same patch would give an undershoot of about 19 mV. At that bias the field at $A$ would be 1.4 MV/cm and the tunnelling length 8 nm, about half the length of the patch, so the estimates below, made for 0.1 V, do not carry over. One assumption that a real device can break is the absence of charge. A uniform electron density of $10^{17}$ cm$^{-3}$, a rough value for a weakly populated channel, shifts the continuum $\phi_O$ by $-0.43$ mV, or 22\% of its charge-free value. A uniform density is only a scale estimate: at a fixed Fermi level the Boltzmann density varies by a factor of 48 over 0.1 V, and with $10^{17}$ cm$^{-3}$ at $\phi=0$ the self-consistent shift is $-0.54$ mV. The shift is proportional to the density, so at $10^{18}$ cm$^{-3}$ it would be $-4.3$ mV and the true potential at $O$ would be negative. Negative charge can thus create a genuine interior minimum, and your solver should be checked against the boundary bounds with the charge switched off. Three other effects, degenerate statistics, band-to-band tunnelling and impact ionization, are small at 0.1 V and $10^{17}$ cm$^{-3}$. A density of $10^{17}$ cm$^{-3}$ is 0.4\% of the bulk effective density of band states, so Boltzmann statistics are adequate near $O$. If that is the density at $\phi=0$ and the Fermi level is fixed, the fraction rises to 17\% at $A$, where Boltzmann statistics overestimate the density by about 6\%. The largest field on the coarse mesh is 0.155 MV/cm, for which the band-to-band tunnelling length, gap over $e$ times field, is 72 nm. The continuum field is higher at the corner $A$: the data on both adjoining sides equal $V(2x/L-1)$, so the field there is $2V/L=0.20$ MV/cm and the length is 56 nm, still more than three times the length of the patch. The 0.1 eV that a carrier can gain here is also well below the 1.12 eV gap, so this voltage drop alone cannot cause impact ionization.

For your solver, compute the permittivity-weighted coupling of every edge that touches a free node and list the negative ones. With uniform permittivity, an edge between two triangles whose facing angles sum to more than $180^\circ$ can be flipped. The four angles of the quadrilateral formed by the two triangles sum to $360^\circ$, so the two angles at the ends of the old edge sum to less than $180^\circ$. The quadrilateral is therefore convex, and since these two angles face the new diagonal, its coupling is positive. The ends of the old edge are no longer linked. The flip also changes the couplings of the four surrounding edges, so check those again. A material interface must not be flipped away; there, move or add vertices until the weighted sum is non-negative. The remaining figures are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
coupling w for 100/100 degrees: -0.17633 (dimensionless)
circumcentre height over edge length, upper triangle: -0.08816
relative permittivity Si, oxide (rough inputs): 11.7, 3.9
Si coupling capacitance per depth: -0.01827 fF/um
100/70 degrees, uniform permittivity: w = 0.09382
100 in Si / 70 in oxide: eps_r-weighted coupling = -0.32177
inputs: L = 10.0 nm, V = 0.1 V, T = 300.0 K
vertex O: x = 0.0000 nm, y = 0.0000 nm
vertex A: x = 10.0000 nm, y = 0.0000 nm
vertex C: x = 5.0000 nm, y = 4.1955 nm
vertex B: x = -6.5270 nm, y = 0.0000 nm
vertex D: x = 5.0000 nm, y = -4.1955 nm
couplings of O to A, C, B, D: [-0.17633  1.96962  2.74748  1.96962]
sum of couplings of O: 6.51038
phi_O / V: -0.027084;  phi_O = -2.7084 mV
exchanged data (A at 0, rest at V): phi_O / V = 1.027084
energy/(eps V^2) with phi_O = 0: 0.507713
energy/(eps V^2) with computed phi_O: 0.505325
flipped mesh, couplings of O to A, C, B, D: [0.      1.79329 2.74748 1.79329]
flipped mesh: coupling C-D = 0.17633, phi_O = 0.0000 mV
refinement 0: phi_O = -2.7084 mV, lowest free node = -2.70840 mV
refinement 1: phi_O = 1.3213 mV, lowest free node = -0.61029 mV
refinement 2: phi_O = 2.0367 mV, lowest free node = -0.13983 mV
refinement 3: phi_O = 2.0347 mV, lowest free node = -0.01914 mV
refinement 4: phi_O = 1.9857 mV, lowest free node = -0.00105 mV
refinement 5: phi_O = 1.9602 mV, lowest free node = -0.00004 mV
refinement 6: phi_O = 1.9502 mV, lowest free node = -0.00000 mV
flipped family, finest: phi_O = 1.9516 mV
negative couplings between free nodes, finest mesh: 8001
harmonic polynomial value at O: 1.945 mV
its error bound (boundary misfit): 0.051 mV
kT/e at 300 K: 25.852 mV; at 358 K: 30.850 mV
Boltzmann density at O, coarse/continuum, 300 K: 0.8351
same ratio at 358 K: 0.8598
largest field in coarse mesh: 0.1549 MV/cm
tunnelling length gap/(e field), gap 1.12 eV: 72.3 nm
neglected electron density (rough input): 1.0e+17 cm^-3
its shift of phi_O: coarse -0.5491 mV, fine -0.4277 mV
Si masses (rough inputs): 0.19, 0.92 electron masses
band density of states Nc: 2.744e+19 cm^-3; n/Nc = 0.00364
thermal wavelength, light mass: 9.87 nm
thermal wavelength, heavy mass: 4.49 nm
\end{verbatim}
